# Local distance exponent of the Goodwin-Skinner-Pettifor hopping function

**Q.** The Goodwin-Skinner-Pettifor function for a two-centre hopping integral is

\[
h(r)=h_0\left(\frac{r_0}{r}\right)^{n}\exp\left\{n\left[\left(\frac{r_0}{r_c}\right)^{n_c}-\left(\frac{r}{r_c}\right)^{n_c}\right]\right\}.
\]

At the reference bond length \(r_0\) the exponential equals one. What remains is a power law with exponent \(n\), so I would take \(n\) as the distance sensitivity there. What is wrong with that?

**A.** Let us first fix what "sensitivity" means. Take \(h_0\neq0\) and \(n,n_c,r_c,r_0>0\), with atomic units in the algebra. If the bond length changes by a small \(\delta r\), then to first order

\[
\frac{\delta h}{h}=\frac{1}{h}\frac{dh}{dr}\,\delta r=\frac{d\ln|h|}{d\ln r}\,\frac{\delta r}{r}.
\]

Define the local exponent by

\[
p(r)=-\frac{d\ln|h|}{d\ln r},\qquad\text{so that}\qquad \frac{\delta h}{h}=-p\,\frac{\delta r}{r}.
\]

For a pure power law \(r^{-n}\) this gives \(p=n\) at every distance. The absolute value allows for negative hopping integrals, and \(p\) does not depend on \(h_0\). Sensitivity is therefore a slope, whereas your argument used the value of the exponential.

**Q.** Then show me the slope, with nothing skipped.

**A.** Write \(x(r)=(r/r_c)^{n_c}\) and \(x_0=x(r_0)\). The logarithm turns the product into a sum:

\[
\ln\left|\frac{h}{h_0}\right|=n\ln r_0-n\ln r+n x_0-n x(r).
\]

The terms \(n\ln r_0\) and \(nx_0\) are constants. For the last term, \(\ln x=n_c(\ln r-\ln r_c)\), so \(d\ln x/d\ln r=n_c\) and

\[
\frac{dx}{d\ln r}=x\,\frac{d\ln x}{d\ln r}=n_c x.
\]

Hence \(d\ln|h|/d\ln r=-n-n\,n_c x\), and reversing the sign gives

\[
p(r)=n\left[1+n_c\left(\frac{r}{r_c}\right)^{n_c}\right].
\]

Numerical differentiation of the original function agrees with this formula to a relative difference of at most \(9\times10^{-16}\). The comparison used 200 random parameter sets with \(n\) from 0.5 to 4, \(n_c\) from 1 to 10, \(r_c\) from 2 to 5 Å and \(r\) from 1 to 5 Å.

**Q.** But the function was normalised at \(r_0\). Surely that was meant to remove the cutoff there?

**A.** It removes the cutoff from the value. The normalising factor \(e^{nx_0}\) is a constant, and a constant factor cannot change a logarithmic slope. At \(r_0\) the two factors contribute

\[
\underbrace{n}_{\text{power}}+\underbrace{n\,n_c x_0}_{\text{cutoff}}=p(r_0)\equiv p_0 .
\]

The cutoff factor passes through one at \(r_0\), but it is already falling. Its contribution is positive for all positive parameters, so \(n\) understates the sensitivity. Relative to \(n\), the excess is \(n_c x_0\).

There is a second way to see it. Choose another reference length \(r_1\) and use \(h(r_1)\) as the new prefactor. The rewritten function is

\[
h(r_1)\left(\frac{r_1}{r}\right)^n e^{n[x(r_1)-x(r)]}
=h_0\left(\frac{r_0}{r_1}\right)^n e^{n[x_0-x(r_1)]}\left(\frac{r_1}{r}\right)^n e^{n[x(r_1)-x(r)]}.
\]

The powers of \(r_1\) cancel, and so do the terms \(x(r_1)\). What remains is the original \(h(r)\), with the same \(n\). If \(n\) were the slope at the reference length, it would be the slope at every length we might choose as reference. That would require a pure power law, which this function is not.

**Q.** A cutoff is supposed to act far out. At a normal bond length \(x_0\) should be tiny, and the correction with it.

**A.** Let us use numbers: \(r_0=2.4\) Å, \(r_c=3.7\) Å, \(n=2\) and \(n_c=6.5\). These are rounded values in the rough regime of silicon. Then

\[
x_0=(0.6486)^{6.5}=0.0600,\qquad n_c x_0=6.5\times0.0600=0.390,
\]
\[
p_0=2\,(1+0.390)=2.78 .
\]

So \(x_0\) is indeed small, but the slope contains \(n_c x_0\), and the large cutoff exponent multiplies the small number. The local exponent is 39% above the nominal one. The condition for neglecting the cutoff in the slope at \(r_0\) is \(n_cx_0\ll1\), which is stronger than \(x_0\ll1\) when \(n_c\) is large. It does not guarantee that the cutoff stays negligible when the bond is stretched.

**Q.** Then a steeper cutoff must make matters worse.

**A.** Not in general. Hold \(q=r_0/r_c<1\) fixed and vary \(n_c\). The relative excess is \(n_cq^{n_c}\), with derivative

\[
\frac{d}{dn_c}\left(n_cq^{n_c}\right)=q^{n_c}\left(1+n_c\ln q\right).
\]

Since \(\ln q<0\), the excess rises up to \(n_c=1/\ln(r_c/r_0)\) and falls beyond it. It tends to zero as \(n_c\to\infty\), because the exponential decay of \(q^{n_c}\) wins over the linear factor. A very steep cutoff leaves a bond shorter than \(r_c\) alone.

The distance matters too. For \(r/r_c\to0\) we have \(p\to n\), so the nominal exponent is the short-distance limit. In the example, \(p=2.000001\) at 0.3 Å, which is a property of the formula and not a physical bond length. At 2.0, 2.4 and 3.0 Å the exponent is 2.24, 2.78 and 5.33. At \(r=r_c\) it is \(n(1+n_c)=15\).

**Q.** An exponent is abstract. What does it do to an actual hopping integral?

**A.** Take the hopping between two \(sp^3\) hybrids that face each other. Let the \(p\) orbitals on both atoms point along the axis from atom a to atom b. The hybrids are \((s+\sqrt3\,p)/2\) on a and \((s-\sqrt3\,p)/2\) on b. With this convention the matrix elements are \(V_{ss\sigma}\) for \(s_a,s_b\), \(V_{sp\sigma}\) for \(s_a,p_b\), \(-V_{sp\sigma}\) for \(p_a,s_b\), and \(V_{pp\sigma}\) for \(p_a,p_b\). Multiplying out,

\[
h_0=\tfrac14\left(V_{ss\sigma}-\sqrt3V_{sp\sigma}-\sqrt3V_{sp\sigma}-3V_{pp\sigma}\right).
\]

With the round values \(-2\), 2 and 3 eV this gives \(h_0=(-2-4\sqrt3-9)/4=-4.48\) eV. I assume that all Slater-Koster integrals share one distance function, so the hybrid hopping has it too. The slope of its magnitude at \(r_0\) is

\[
\frac{d|h|}{dr}=-\frac{p_0|h_0|}{r_0}=-\frac{2.78\times4.48}{2.4}=-5.19\ \text{eV/Å},
\]

or \(-0.101\) hartree/bohr. Using \(n\) instead gives \(-3.7\) eV/Å, which is 28% too small in magnitude relative to the true slope of the model.

**Q.** Could I then replace the whole function by \((r_0/r)^{p_0}\)?

**A.** For small strain, yes. For larger strain the exponent itself changes:

\[
\frac{dp}{d\ln r}=n\,n_c\frac{dx}{d\ln r}=n\,n_c^2x>0,
\]

which is 5.07 at \(r_0\) in the example. To see the consequence, integrate the definition of \(p\), with \(s=|h/h_0|\):

\[
\ln s(r)=-\int_{r_0}^{r}p(r')\,\frac{dr'}{r'} .
\]

For a stretched bond, \(p>p_0>n\) over the whole interval. The true function then lies below \((r_0/r)^{p_0}\), which lies below \((r_0/r)^n\). For a compressed bond the integral becomes \(+\int_r^{r_0}p\,dr'/r'\) with \(n<p<p_0\), so the true function lies between the nominal law below and the tangent law above.

The percentage changes of \(|h|\) are:

| Strain | True | Exponent \(p_0\) | Exponent \(n\) |
|---|---|---|---|
| −10% | +31.0 | +34.0 | +23.5 |
| −1% | +2.81 | +2.83 | +2.03 |
| +1% | −2.75 | −2.73 | −1.97 |
| +10% | −25.4 | −23.3 | −17.4 |

At 1% strain the tangent law is within 0.03 percentage points of the true change, while the nominal law misses more than a quarter of it. At 10% the full function is the better choice.

**Q.** Suppose I want an inverse-square dependence near \(r_0\). I would set \(n=2\).

**A.** That gives 2.78 here. For a wanted local exponent \(P\), with \(n_c\), \(r_c\) and \(r_0\) held fixed, solve \(n(1+n_cx_0)=P\):

\[
n=\frac{P}{1+n_cx_0}=\frac{2}{1.390}=1.44 .
\]

This changes the function elsewhere as well. Because \(n\) multiplies all of \(\ln s\), the new scale function is the old one raised to the power \(1.44/2\). Its tail is therefore longer, and the more distant hoppings should be checked again.

**Q.** Does the distinction reach any quantity other than the hopping itself?

**A.** It reaches the bond stiffness. In a model whose repulsion is a power of the same function \(s\), it enters squared. Consider two electrons in the bonding level \(-|h|\), with electronic energy \(-2|h_0|s\), and a repulsion \(Cs^\lambda\) with \(\lambda>1\). The total energy has derivative

\[
\frac{dE}{dr}=\left(C\lambda s^{\lambda-1}-2|h_0|\right)\frac{ds}{dr}.
\]

Equilibrium at \(r_0\), where \(s=1\), requires \(C=2|h_0|/\lambda\). With this \(C\), a second differentiation gives

\[
\frac{d^2E}{dr^2}=2|h_0|\left[(\lambda-1)s^{\lambda-2}\left(\frac{ds}{dr}\right)^2+(s^{\lambda-1}-1)\frac{d^2s}{dr^2}\right].
\]

At \(r_0\) the last term vanishes and \(ds/dr=-p_0/r_0\). Therefore

\[
k=\frac{2|h_0|(\lambda-1)p_0^2}{r_0^2}.
\]

For \(\lambda=2\) this is \(2\times4.48\times2.78^2/2.4^2=12.0\) eV/Å². Removing the cutoff while holding \(h_0\), \(r_0\), \(\lambda\) and \(n\) fixed gives 6.2 eV/Å². The ratio is \((p_0/n)^2=1.93\). The square appears because the repulsion is tied to \(s\), so removing the cutoff changes the repulsion too. For an independent repulsion proportional to \((r_0/r)^m\), with its strength set by equilibrium at \(r_0\), one finds \(k=2|h_0|\left[p_0(m-p_0)+dp/d\ln r\right]/r_0^2\), and the ratio is 2.1 for \(m=4\) and 1.6 for \(m=8\). If \(\lambda\) is instead fitted to a known stiffness, the fit fixes the product \((\lambda-1)p_0^2\). A wrong exponent can then be compensated by a wrong \(\lambda\) in the stiffness, but the anharmonic terms need not come out right.

**Q.** Atoms do not sit at \(r_0\). At room temperature, is a local exponent still meaningful?

**A.** We can use the same model bond, with two atoms of mass 28.1 u, and solve its quantum vibrational problem at 300 K for motion along the bond only, without rotation. The vibrational quantum is 0.060 eV, larger than the thermal energy of 0.026 eV, so zero-point motion matters. The root-mean-square spread is 0.055 Å, about 2.3% of \(r_0\), and the mean bond length increases by 0.0037 Å.

The mean hopping needs the second derivative. Differentiating \(h'=-ph/r\) gives

\[
h''=-\frac{p'h}{r}-\frac{ph'}{r}+\frac{ph}{r^2}
=\frac{h}{r^2}\left(p^2+p-r p'\right),
\]

where \(rp'=dp/d\ln r\). To second order, the mean stretch changes \(|h|\) by \(-2.78\times0.0037/2.4=-0.43\%\). The spread contributes

\[
\tfrac12(2.78^2+2.78-5.07)\left(\frac{0.0551}{2.4}\right)^2=+0.14\% .
\]

The sum, \(-0.29\%\), agrees with the full average over the vibrational states. The average of \(p\) over the same distribution is 2.80, compared with 2.78 at \(r_0\). In this model, then, vibration hardly alters the mean exponent, although individual bond lengths fluctuate.

**Q.** You have treated one bond. In a crystal the farther neighbours have much larger exponents.

**A.** They do, and how much they matter depends on the quantity. Take first the sum of squared hopping elements from one atom to its neighbours in the diamond lattice. For one pair, with axes along the bond, it is \(s^2\) times \(V_{ss\sigma}^2+2V_{sp\sigma}^2+V_{pp\sigma}^2+2V_{pp\pi}^2\). Rotating the \(p\) orbitals is an orthogonal transformation and leaves this sum unchanged, so it has no directional dependence. Under uniform dilation, the square root of the total has the exponent

\[
-\frac12\frac{d}{d\ln r}\ln\sum_js_j^2=\frac{\sum_js_j^2p_j}{\sum_js_j^2}.
\]

In the diamond lattice there are 4 first neighbours and 12 second neighbours, the latter at 3.92 Å. There \(p=20.9\), but \(s=0.0231\). Their share relative to the first shell is \(12\times0.0231^2/4=0.0016\). The averaged exponent, summed over neighbours out to \(2r_0\), is 2.81, a rise of about 1%.

A single level can respond more, because the hoppings may enter it to first power. At zero wavevector the \(s\) and \(p\) orbitals do not mix, and the lowest level, measured from the \(s\) on-site energy, is \(V_{ss\sigma}(4s_1+12s_2)\) with the first two shells. Here \(s_1\) and \(s_2\) are the scale functions at the two distances. Its exponent at \(r_0\) is

\[
\frac{4\times2.78+12\times0.0231\times20.9}{4+12\times0.0231}=3.95 .
\]

The third shell raises this to 3.97. The shift can also go the other way: the antibonding \(s\) level, \(V_{ss\sigma}(12s_2-4s_1)\), has exponent \((4\times2.78-12\times0.0231\times20.9)/(4-12\times0.0231)=1.43\). A small share in the sum of squares is therefore no licence to drop the second neighbours from every property.

**Q.** And the overlap between the orbitals? Real atomic orbitals are not orthogonal.

**A.** That can matter too. For two orbitals with on-site energy zero and overlap \(S>0\), the levels satisfy \(E^2=(h-ES)^2\). The two roots are \(h/(1+S)\) and \(-h/(1-S)\), and half their separation is

\[
\Delta=\frac{|h|}{2}\left(\frac1{1+S}+\frac1{1-S}\right)=\frac{|h|}{1-S^2}.
\]

Assume that \(S\) has the same distance dependence as \(h\), so \(dS/d\ln r=-pS\). Then

\[
-\frac{d\ln\Delta}{d\ln r}=p+\frac{d\ln(1-S^2)}{d\ln r}=p+\frac{2pS^2}{1-S^2}=p\,\frac{1+S^2}{1-S^2}.
\]

For assumed overlaps of 0.1, 0.2 and 0.3 at \(r_0\), the exponent of the splitting is 2.84, 3.01 and 3.33. The last is 20% above \(p_0\). These values are not a calculation for silicon, and both assumptions fail for real facing hybrids. If \(S\) has its own local exponent \(q_S\), the same steps give \(p+2q_SS^2/(1-S^2)\). Free-atom Hartree-Fock orbitals of silicon give a hybrid overlap of 0.66 to 0.67 at 2.4 Å, depending on the basis set, and \(q_S=0.84\). Keeping \(p=2.78\) for the hopping, the exponent of the splitting is then about 4.1, nearly 50% above \(p_0\). If the hopping was fitted in an orthogonal model, part of the overlap effect may already be contained in its parameters, and adding the correction would count that part twice.

**Q.** How far, then, should I trust 2.78 for real silicon?

**A.** As a property of this function with these parameters, it follows from the algebra. As a statement about silicon it is a model estimate. The chosen bond length is close to the real one, and the vibrational quantum is of the same rough size as silicon's highest phonon energies, about 0.06 eV. That does not validate the exponent, since an isolated bond is not a crystal and the repulsion was chosen by hand.

One assumption open to question is that hopping depends on one distance alone. In a solid, surrounding atoms can change the effective hopping, and a two-centre function cannot say by how much. Of the corrections sized here, vibration changes the mean exponent by less than 1%, and overlap raises the exponent of the splitting by 2% to 20% for the small assumed values and by nearly 50% for the overlap of free-atom silicon hybrids. Farther neighbours add about 1% in the sum of squared hoppings, but about 40% in the lowest level at zero wavevector, and they roughly halve the exponent of the antibonding \(s\) level there. The different Slater-Koster integrals may also need different distance functions, in which case each has its own \(p\). Finally, if a simulation replaces the tail by a smooth polynomial that ends at a finite distance, the formula for \(p\) does not apply within that tail. The remaining computed values are in the numerical output.

## Numbers as computed

```
r0 = 2.4 angstrom, rc = 3.7 angstrom
n = 2.0, nc = 6.5, repulsion ratio = 2.0
ss, sp, pp-sigma, pp-pi = -2.0, 2.0, 3.0, -1.0 eV
hybrid hopping h0 = -4.482 eV
largest relative error of exponent formula = 8.9e-16
r0/rc = 0.6486, x0 = (r0/rc)^nc = 0.0600
relative excess nc*x0 = 0.3899
cutoff factor: value 1, exponent part = 0.7798
local exponent at r0 = 2.7798
exponent at 0.3 angstrom = 2.000001
p(2.0 angstrom) = 2.238
p(2.4 angstrom) = 2.780
p(3.0 angstrom) = 5.326
p(3.7 angstrom) = 15.000
dp/dln r at r0 = 5.069
n needed for local exponent 2.0 = 1.4389
d|h|/dr at r0: true = -5.191 eV/angstrom
d|h|/dr at r0: nominal = -3.735 eV/angstrom
true slope = -0.10096 hartree/bohr
change of |h| in percent: true, tangent law, nominal law
  strain -10 %: +31.02, +34.03, +23.46
  strain -5 %: +14.64, +15.33, +10.80
  strain -1 %: +2.81, +2.83, +2.03
  strain +1 %: -2.75, -2.73, -1.97
  strain +5 %: -13.27, -12.68, -9.30
  strain +10 %: -25.44, -23.28, -17.36
stiffness = 12.026 eV/angstrom^2
stiffness, pure power n = 6.225 eV/angstrom^2
stiffness ratio = 1.932
second neighbours at 3.919 angstrom
hopping scale there = 0.0231
exponent there = 20.90
second-moment share, second/first = 0.00160
exponent of root second moment = 2.8088
T = 300 K, atomic mass = 28.1 u
vibrational quantum = 0.0598 eV
thermal energy kT = 0.0259 eV
rms spread: grid = 0.0551 angstrom
rms spread: harmonic = 0.0551 angstrom
mean stretch = 0.0037 angstrom
change of mean |h| = -0.286 %
mean local exponent = 2.7951
overlap 0.1: splitting exponent = 2.836
overlap 0.2: splitting exponent = 3.011
overlap 0.3: splitting exponent = 3.330
```
